# Why Partial-Pressure Feedback Stabilizes the Reactive-Sputtering Transition Branch

**What goes wrong at constant flow**

A titanium target is sputtered in argon with some nitrogen. The chosen operating point has a nitrogen partial pressure of 0.060 mTorr and needs an inflow of 3.64 sccm. Suppose the valve is fixed at that flow. In the model below, a 1 % rise in pressure grows until the system settles at 0.209 mTorr with a mostly nitrided target. A 1 % fall ends at 0.010 mTorr with a mostly metallic one. The wanted state satisfies every steady balance, yet it cannot be kept.

If a controller instead holds the partial pressure, the same state is stable. The steady balances are unchanged. To see what has changed, we separate the processes that remove nitrogen and weigh their responses to a pressure disturbance.

**The model**

Let \(\theta_t\) and \(\theta_c\) be the nitrided fractions of the target (area \(A_t\)) and of the growing film (area \(A_c\)), and \(p\) the N\(_2\) partial pressure. The gas is well mixed, each surface is uniform, and the ion current \(I\), yields and sticking coefficients are constant. All sputtered material reaches the film, and the target stores nitrogen only in its surface layer. Define

\[
F=\frac{p}{\sqrt{2\pi mkT}},\qquad \Gamma=\frac{I}{eA_t},\qquad r=\frac{A_t}{A_c}.
\]

Here \(F\) is the N\(_2\) flux and \(\Gamma\) the ion flux. An ion ejects \(Y_m\) Ti atoms from metal or \(Y_c\) TiN units from compound. With site densities \(n_t,n_c\), one N atom per site and two atoms per molecule,

\[
n_t\dot\theta_t=2\alpha_tF(1-\theta_t)-\Gamma Y_c\theta_t ,
\]
\[
n_c\dot\theta_c=G(1-\theta_c)-L\theta_c,
\]
\[
G=r\Gamma Y_c\theta_t+2\alpha_cF,\qquad L=r\Gamma Y_m(1-\theta_t).
\]

\(G\) nitrides the film surface by arriving compound and gas; \(L\) covers it with fresh metal. For inflow \(q\) in molecules per second, volume \(V\) and pumping speed \(S\),

\[
\frac{V}{kT}\dot p=q-R,
\]
\[
R=\frac{Sp}{kT}+\alpha_tFA_t(1-\theta_t)+\alpha_cFA_c(1-\theta_c).
\]

At steady state,

\[
\theta_t=\frac{2\alpha_tF}{2\alpha_tF+\Gamma Y_c},\qquad \theta_c=\frac{G}{G+L}.
\]

Each pressure gives one pair of coverages. Both rise with \(p\): \(\theta_t\) rises with \(F\), so \(G\) grows while \(L\) shrinks.

**Three contributions to the steady slope**

Let \(Q(p)\) be the inflow that sustains a steady state at \(p\). The target balance gives its gas uptake,

\[
\alpha_tFA_t(1-\theta_t)=\frac{I}{2e}Y_c\theta_t .
\]

Multiplying the film balance by \(A_c/2\), and using \(rA_c\Gamma=I/e\), gives

\[
\alpha_cFA_c(1-\theta_c)=\frac{I}{2e}\left[Y_m(1-\theta_t)\theta_c-Y_c\theta_t(1-\theta_c)\right].
\]

In the sum, the two terms \(Y_c\theta_t\) without \(\theta_c\) cancel. Hence

\[
Q=\frac{Sp}{kT}+\frac{I}{2e}\,\theta_cM,\qquad M=Y_m-(Y_m-Y_c)\theta_t .
\]

\(M\) is the number of Ti atoms leaving the target per ion, and \(\theta_c\) is the film's N/Ti ratio. Differentiation separates three effects:

\[
\frac{dQ}{dp}=\frac{S}{kT}+\frac{I}{2e}M\frac{d\theta_c}{dp}-\frac{I}{2e}\theta_c(Y_m-Y_c)\frac{d\theta_t}{dp}.
\]

Pumping and film enrichment make the slope positive. The third term is the loss of metal output as the target nitrides. It is negative only if \(Y_c<Y_m\), so this model has no negative-slope branch otherwise.

The example uses rough, round values for a small Ti/N\(_2\) magnetron: \(I=2\) A, \(A_t=100\) cm\(^2\), \(A_c=2000\) cm\(^2\), \(S=100\) L/s, \(V=50\) L, \(T=300\) K, \(Y_m=0.5\), \(Y_c=0.1\), both sticking coefficients 0.5 and both site densities \(10^{15}\) cm\(^{-2}\). At 0.060 mTorr, \(\theta_t=0.648\), \(\theta_c=0.955\) and \(M=0.241\).

The current gives \(I/2e=13.94\) sccm. Since \(\theta_t\) has the form \(x/(1+x)\) with \(x\propto p\),

\[
\frac{d\theta_t}{dp}=\frac{\theta_t(1-\theta_t)}{p}=\frac{0.648\times0.352}{0.060}=3.80\ \text{mTorr}^{-1}.
\]

The metal-output term is therefore

\[
-13.94\times0.955\times0.4\times3.80=-20.2\ \text{sccm/mTorr}.
\]

Multiplied by \(kT\), a slope becomes a pumping speed; here 1 sccm/mTorr is 13.9 L/s. The budget is

- pumping: \(+100\) L/s;
- film enrichment: \(+55\) L/s;
- falling metal output: \(-282\) L/s.

The sum is \(-127\) L/s, or \(-9.1\) sccm/mTorr. Lost metal output outweighs the other two together.

The negative slope occupies a limited interval. As \(p\to0\), the target stays metallic while film uptake grows with pressure, so \(Q\) rises. As \(p\to\infty\), both coverages saturate and \(dQ/dp\to S/kT\). Locating the zeros of the slope numerically gives folds at 0.022 mTorr and 4.05 sccm, and at 0.120 mTorr and 3.41 sccm. Between these flows, one inflow has three steady states.

**Direct removal against lost removal**

A slope of steady states does not by itself establish stability. For that, disturb the pressure by \(\delta p\) and follow the response. With the surfaces frozen, every term of \(R\) is proportional to \(p\), so removal rises by \(D\,\delta p\), where

\[
D=\frac{R}{p}=\frac Qp .
\]

The surfaces then respond:

\[
\delta\dot\theta_t=-a_t\delta\theta_t+b_t\delta p,
\]
\[
\delta\dot\theta_c=g\,\delta\theta_t-a_c\delta\theta_c+b_c\delta p,
\]
\[
\frac{V}{kT}\delta\dot p=\delta q-D\delta p+c_t\delta\theta_t+c_c\delta\theta_c .
\]

Differentiating the balances gives

\[
a_t=\frac{2\alpha_tF+\Gamma Y_c}{n_t},\qquad a_c=\frac{G+L}{n_c},
\]
\[
b_t=\frac{2\alpha_tF(1-\theta_t)}{n_tp},\qquad b_c=\frac{2\alpha_cF(1-\theta_c)}{n_cp},
\]
\[
g=\frac{r\Gamma[Y_c(1-\theta_c)+Y_m\theta_c]}{n_c},
\]
\[
c_t=\alpha_tFA_t,\qquad c_c=\alpha_cFA_c .
\]

All are positive. More pressure means more coverage, and more coverage means less gettering.

For a disturbance varying as \(e^{\lambda t}\), solve the first equation for \(\delta\theta_t\) and insert it in the second. The removal lost through the surfaces is \(H(\lambda)\delta p\), with

\[
H(\lambda)=\frac{c_tb_t}{\lambda+a_t}+\frac{c_c}{\lambda+a_c}\left(b_c+\frac{gb_t}{\lambda+a_t}\right).
\]

At \(\lambda=0\) the surfaces follow their steady curves, so

\[
\frac{dQ}{dp}=D-H(0).
\]

In the example \(D\) is 843 L/s and \(H(0)\) is 970 L/s. The target's share of the loss is \(c_t\,d\theta_t/dp=2.57\times3.80=9.8\) sccm/mTorr, or 136 L/s. The remaining 834 L/s is lost at the film, whose surface saturates as more nitrogen and less fresh metal arrive.

**Constant inflow: the loop is closed**

Now \(\delta q=0\), and the pressure equation requires

\[
\frac{V}{kT}\lambda+D=H(\lambda).
\]

A disturbance with \(\delta p=0\) throughout would leave only surface decay, so any growing mode must satisfy this equation.

If \(D<H(0)\), the left side is smaller at \(\lambda=0\). As \(\lambda\) increases along the real axis, the left side grows without limit and \(H\) falls to zero. They cross at some \(\lambda>0\), so the state is unstable.

If \(D>H(0)\), take any \(\lambda\) with \(\operatorname{Re}\lambda\ge0\). Then \(|\lambda+a|\ge a\) for each positive decay rate \(a\), so

\[
|H(\lambda)|\le H(0)<D\le\left|\frac{V}{kT}\lambda+D\right| .
\]

No such root exists, oscillatory or otherwise. Away from the folds, where the slope vanishes, constant inflow is therefore stable if and only if \(dQ/dp>0\).

The mechanism is now explicit. A pressure rise removes extra gas at once, but it also nitrides the surfaces. On the transition branch the lost gettering exceeds the extra removal, and the surplus gas raises the pressure further. A pressure fall runs the same loop in reverse.

The eigenvalues of the linear equations give a growth rate of 1.34 s\(^{-1}\), or a time of 0.74 s. Surfaces that followed instantly would give \(127/50=2.5\) s\(^{-1}\); their finite response slows the runaway. The end pressures quoted at the start come from numerical integration of the full equations.

**Held pressure: the loop is cut**

Ideal feedback supplies whatever \(q\) keeps \(p\) constant. Surface changes still alter the gas demand, but can no longer alter the pressure. The target equation becomes

\[
\dot\theta_t=-a_t(\theta_t-\theta_t^*),
\]

where the star marks the steady value and \(a_t\) is constant. Thus \(\theta_t\) relaxes exponentially from any initial coverage. For the film, set \(u=\theta_c-\theta_c^*\) and subtract the steady balance:

\[
\dot u=-\frac{G+L}{n_c}u+g^*(\theta_t-\theta_t^*).
\]

Here \(g^*\) is \(g\) at the steady state. The source dies away, and the decay coefficient is at least \(2\alpha_cF/n_c>0\), so \(u\to0\) as well. The sign of \(dQ/dp\) appears nowhere. This result holds for large departures as well as small ones.

In the example the decay rates near the steady state are 35 s\(^{-1}\) for the target and 24 s\(^{-1}\) for the film. The required inflow equals \(R\), which is never negative, so a valve can in principle supply it. In this well-mixed model, however, starting from bare surfaces takes 54 sccm, against 3.64 sccm at the end. A valve with a smaller range cannot hold the pressure during that start.

**Finite gain and delay**

A proportional controller uses \(q=Q(p_0)-K(p-p_0)\), where \(p_0\) is the set point. Then \(\delta q=-K\delta p\), which replaces \(D\) by \(D+K\). The preceding proof gives the condition

\[
\frac{dQ}{dp}+K>0 .
\]

For an instantaneous controller, \(kTK\) must exceed 127 L/s at this set point, or 184 L/s to stabilize the whole branch. The condition concerns small disturbances. At 150 L/s, for example, the controlled system has two other steady states, at 0.022 and 0.046 mTorr. The lower one is stable, so a large pressure fall can still end there. Gain acts on deviations like added pumping speed, without the added steady gas consumption. The ideal hold is \(K\to\infty\).

Now let the inflow follow its command with a lag \(\tau\), so that \(K\) becomes \(K/(1+\lambda\tau)\). Near the slow unstable mode, of growth rate \(\gamma\), approximate \((V/kT)\lambda+D-H(\lambda)\) by \(B(\lambda-\gamma)\), with \(B>0\). The mode equation becomes

\[
B\tau\lambda^2+B(1-\gamma\tau)\lambda+K-B\gamma=0 .
\]

Both roots decay if \(K>B\gamma\) and \(\tau<1/\gamma\). This estimates the longest tolerable lag as 0.74 s. The full eigenvalues at a gain of 500 L/s give 0.83 s. The estimate requires the controlled oscillation to be slow beside the surface relaxation. At much higher gain the surfaces follow the oscillation less closely and the one-mode approximation fails; the full eigenvalues then give a longer tolerable lag, 1.1 s at 2000 L/s and 4.0 s at 20000 L/s. All this holds for a first-order lag only. A pure dead time, which replaces \(K\) by \(Ke^{-\lambda\tau}\), is tolerated less, and the limit shrinks as the gain rises: 0.27 s at 500 L/s and 0.15 s at 1000 L/s.

**Beside a real magnetron**

The parameters are rough, and the sticking coefficients and compound yield are especially uncertain. The target is half covered when \(2\alpha_tF=\Gamma Y_c\), so the pressure for half coverage scales as \(\Gamma Y_c/\alpha_t\). The folds move less: halving \(\alpha_t\) in the example doubles the half-coverage pressure but raises the two fold pressures by only 46 % and 25 %. Real targets are also struck by nitrogen ions. If their share of the ion current equals the N\(_2\)/Ar pressure ratio, 0.015 at 4 mTorr argon, they supply bare metal with 16 % as much nitrogen as chemisorption does. Counting this on the unnitrided part of the target lowers the two fold flows by 3 % and 4 %. Heating the gas to 450 K instead lowers them by about 1 % and 5 %. With an N\(_2\)–Ar diffusion coefficient \(D_{\rm gas}\) of 3 to 4 m\(^2\)/s at 4 mTorr, the mixing time \(V^{2/3}/\pi^2D_{\rm gas}\) is about 4 ms. This is short beside the runaway time, though less so beside the target's 28 ms relaxation. It is about equal to the 4 ms in which bare surfaces would remove the gas, so the 54 sccm start lies outside the well-mixed model and is only a rough guide.

Deep implantation is also left out. Nitrogen stored below the surface can make the target respond more slowly than the one-layer estimate. As a crude measure, raising \(n_t\) by factors of 5 and 20 leaves the steady states unchanged but lengthens the runaway time from 0.74 s to 1.1 and 2.3 s. If it also allows several surface states at one pressure, a state between two stable ones may be unstable even with \(p\) held. Holding the pressure cures the runaway that passes through the gas; it does not cure an instability within the surfaces.

All numerical values are calculated from the stated model.
